\section*{The Barrier for Spherical-Cap Nucleation on a Flat Substrate}

\section{Nucleation of a spherical cap on a flat substrate}

Suppose that the nucleation of liquid droplets on a substrate is estimated with the barrier of a free spherical droplet. For the indium parameters used below, that barrier is $64.6\,kT$. On a substrate with a contact angle of $60^\circ$, at the same temperature and supersaturation, the capillary model gives $10.1\,kT$. Within that model, the free-sphere estimate makes the Boltzmann factor too small by a factor $e^{54.5}$. What is missing is the work saved when the droplet replaces part of its own surface, and part of the bare substrate, by a common interface. For a cap with contact angle $\theta$ this saving reduces the barrier to a fraction $f$ that depends on the angle alone,
\begin{equation}
W^*_{\rm het}=f(\theta)\,W^*_{\rm hom},\qquad
f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}.
\label{eq:claim}
\end{equation}

\subsection{Model and driving force}

A condensate c forms from a vapour v on a substrate s that is flat, rigid, uniform and inert. The condensate is incompressible and unstrained, and gravity is neglected. Its free surface has an isotropic tension $\gamma$, independent of curvature. The other tensions are $\gamma_{sv}$ for bare and $\gamma_{cs}$ for covered substrate. The contact line carries no energy of its own.

Let $\Delta\mu$ be the chemical potential of an atom in the vapour minus that in the bulk condensate, and $\Omega$ the atomic volume. Condensing a volume $V$ transfers $V/\Omega$ atoms and contributes $-gV$ to the reversible work, with
\begin{equation}
g=\frac{\Delta\mu}{\Omega},\qquad \Delta\mu=kT\ln S .
\label{eq:g}
\end{equation}
In deposition, $S$ is the arrival flux divided by the equilibrium evaporation flux. The logarithm holds for dilute adatoms whose density is set by arrival and re-evaporation: the density is then proportional to the flux, and the chemical potential of a dilute species varies as $kT$ times the logarithm of its density. If growing islands capture many of the adatoms, the local driving force is smaller.

For a free sphere of radius $R$,
\begin{equation}
W_{\rm hom}(R)=-\frac{4\pi}{3}R^3g+4\pi R^2\gamma .
\label{eq:hom}
\end{equation}
Its derivative, $4\pi R(2\gamma-gR)$, is positive below and negative above
\begin{equation}
R^*=\frac{2\gamma}{g},
\label{eq:rstar}
\end{equation}
so this radius gives a maximum. Inserting $gR^*=2\gamma$ in \eqref{eq:hom},
\begin{equation}
W^*_{\rm hom}=\frac{4\pi}{3}R^{*2}(3\gamma-gR^*)
=\frac{4\pi}{3}\gamma R^{*2}
=\frac{16\pi\gamma^3}{3g^2}.
\label{eq:whom}
\end{equation}

\subsection{Why the island is a cap}

Consider an axisymmetric island in mechanical equilibrium at fixed volume. Cut it by a horizontal plane where its radius is $r$ and its surface is inclined at an angle $\psi$ to the horizontal. The excess pressure $\Delta p$ pushes the upper part upwards with force $\pi r^2\Delta p$. Surface tension acts along the perimeter and pulls it down with force $2\pi r\gamma\sin\psi$. Balance requires
\begin{equation}
\sin\psi=\frac{r}{R},\qquad R=\frac{2\gamma}{\Delta p}.
\label{eq:balance}
\end{equation}
Without gravity $\Delta p$ is uniform, so $R$ is constant. Let $s$ be arc length measured from the top, so that $dr/ds=\cos\psi$. Differentiating \eqref{eq:balance} gives $\cos\psi\,d\psi/ds=\cos\psi/R$, hence $d\psi/ds=1/R$ wherever $\cos\psi\ne0$. The vertical balance alone would also allow a stretch of vertical cylinder with $r=R$. The sideways balance excludes it, because the tension of such a cylinder supports an excess pressure of only $\gamma/R$, half of $\Delta p$. A curve of constant curvature is a circular arc, and the island is a spherical cap.

Let $\alpha$ be the angle at which the cap meets the substrate, measured through the condensate, and let $x=\cos\alpha$. Measured upwards from the sphere's centre, the substrate lies at height $Rx$. Slicing the cap into discs gives
\begin{align}
V&=\int_{Rx}^{R}\pi(R^2-u^2)\,du
=\pi R^3\left[(1-x)-\frac{1-x^3}{3}\right]\nonumber\\
&=\frac{\pi R^3}{3}(2-3x+x^3)
=\frac{\pi R^3}{3}(2+x)(1-x)^2 .
\label{eq:volume}
\end{align}
The last form is checked by expansion: $(2+x)(1-2x+x^2)=2-3x+x^3$. The free surface and the base have areas
\begin{equation}
A_{cv}=\int_0^\alpha2\pi R^2\sin u\,du=2\pi R^2(1-x),\qquad
A_{cs}=\pi R^2(1-x^2).
\label{eq:areas}
\end{equation}

\subsection{The contact angle follows from the energy}

Forming the cap creates the area $A_{cv}$ and replaces bare substrate by covered substrate over $A_{cs}$. The surface work is therefore
\begin{equation}
E=\gamma A_{cv}-(\gamma_{sv}-\gamma_{cs})A_{cs}
=\pi\gamma R^2\left[2(1-x)-m(1-x^2)\right],
\label{eq:E}
\end{equation}
where $m=(\gamma_{sv}-\gamma_{cs})/\gamma$. The minus sign records the removal of bare substrate.

At fixed volume, $R$ changes with $x$. From \eqref{eq:volume}, $\partial V/\partial x=-\pi R^3(1-x^2)$ and $\partial V/\partial R=3V/R$. Setting $dV=0$,
\begin{equation}
\frac{dR}{dx}=\frac{\pi R^4(1-x^2)}{3V}
=\frac{R(1+x)}{(2+x)(1-x)} .
\label{eq:drdx}
\end{equation}
Differentiating \eqref{eq:E}, including this change of $R$, and cancelling a factor $1-x$ in the first term,
\begin{align}
\left.\frac{dE}{dx}\right|_V
&=2\pi\gamma R^2\left\{\frac{(1+x)[2-m(1+x)]}{2+x}-1+mx\right\}\nonumber\\
&=\frac{2\pi\gamma R^2}{2+x}\bigl[2+2x-m(1+2x+x^2)\nonumber\\
&\hspace{5em}-2-x+2mx+mx^2\bigr]\nonumber\\
&=2\pi\gamma R^2\,\frac{x-m}{2+x}.
\label{eq:young}
\end{align}
The denominator is positive. For $-1<m<1$ the energy falls until $x=m$ and rises afterwards, so there is one minimum. It gives Young's equation,
\begin{equation}
\gamma_{sv}-\gamma_{cs}=\gamma\cos\theta .
\label{eq:youngeq}
\end{equation}
If $m\ge1$, the energy falls all the way to $x=1$: the condensate spreads, and no cap with a finite angle exists. If $m\le-1$, the lowest energy is approached as $x\to-1$, where the contact area vanishes and the cap becomes a full sphere.

\subsection{The common factor and the barrier}

Now set $x=m=\cos\theta$. Equation \eqref{eq:volume} becomes
\begin{equation}
V=\frac{4\pi R^3}{3}\,\frac{(2+m)(1-m)^2}{4}
=\frac{4\pi R^3}{3}f(\theta).
\label{eq:vf}
\end{equation}
For the surface work, take $1-m$ out of the bracket in \eqref{eq:E}:
\begin{align}
E&=\pi\gamma R^2(1-m)\left[2-m(1+m)\right]\nonumber\\
&=\pi\gamma R^2(1-m)(2-m-m^2)\nonumber\\
&=\pi\gamma R^2(1-m)^2(2+m)=4\pi R^2\gamma f(\theta).
\label{eq:ef}
\end{align}
The same $f$ appears in both terms, although the free area alone is in general not $f$ times that of the sphere (at $90^\circ$ it is, because the substrate term vanishes). The substrate term makes up the difference, and it does so when the angle obeys \eqref{eq:youngeq}. Hence
\begin{equation}
W_{\rm het}(R)=-gV+E=f(\theta)\,W_{\rm hom}(R).
\label{eq:whet}
\end{equation}
A positive constant factor does not move a maximum. The critical radius is again \eqref{eq:rstar}, and the height of the maximum gives \eqref{eq:claim}.

The critical cap and the critical sphere thus have the same curvature, and by \eqref{eq:balance} the same excess pressure $g$. The substrate reduces the number of atoms needed, in the ratio $f$. From \eqref{eq:vf} and \eqref{eq:rstar},
\begin{equation}
\frac{gV^*}{2}=\frac{2\pi}{3}gR^{*3}f
=\frac{4\pi}{3}\gamma R^{*2}f=W^*_{\rm het}.
\label{eq:half}
\end{equation}
The barrier is half the bulk work gained by the critical nucleus, and so is proportional to its number of atoms. Within the family of caps the nucleus is a saddle point: a minimum in angle at fixed volume and a maximum in size.

Force balance shows that a cap is stationary against axisymmetric changes of shape, but not that it is a minimum. This was tested numerically with smooth axisymmetric profiles not restricted to caps. By scaling, the least surface energy at fixed volume is $E_{\min}=KV^{2/3}$. The maximum of $-gV+KV^{2/3}$ lies at $V^{1/3}=2K/(3g)$ and has height
\begin{equation}
W^*=V^{2/3}(K-gV^{1/3})=\frac{4K^2}{9g^2}\,\frac K3=\frac{4K^3}{27g^2}.
\label{eq:K}
\end{equation}
With $K$ from numerical minimization, the ratio of \eqref{eq:K} to the sphere's barrier is $0.156250$ at $60^\circ$ and $0.843750$ at $120^\circ$, in agreement with $f$ to the digits shown.

\subsection{Limits and symmetry}

At small $\theta$ (in radians), $1-\cos\theta\simeq\theta^2/2$ and $2+\cos\theta\simeq3$, so
\begin{equation}
f\simeq\frac34\left(\frac{\theta^2}{2}\right)^2=\frac{3\theta^4}{16}.
\label{eq:small}
\end{equation}
The barrier vanishes as the fourth power of the angle. For the opposite limit, write $f=(2-3\cos\theta+\cos^3\theta)/4$. Changing $\theta$ to $\pi-\theta$ reverses the sign of the cosine, so
\begin{equation}
f(\pi-\theta)=1-f(\theta).
\label{eq:sym}
\end{equation}
Geometrically, a plane cuts a sphere into two caps with supplementary angles, whose volumes add up to that of the sphere. Near $\pi$, therefore, $f\simeq1-3(\pi-\theta)^4/16$: a weakly adhering substrate hardly helps. At $90^\circ$ the nucleus is a hemisphere and $f=1/2$.

\subsection{Liquid indium on an oxide}

Take $T=800$ K, $S=100$, $\gamma=0.52$ J/m$^2$, $\Omega=0.028$ nm$^3$ and $\theta=120^\circ$. The three material parameters are rough typical values for liquid indium on an oxide. A liquid suits the model because its surface tension is isotropic. With $kT=0.06894$ eV and $\gamma=3.2456$ eV/nm$^2$,
\begin{align}
\Delta\mu&=0.06894\times4.6052=0.3175\ \text{eV},\nonumber\\
g&=0.3175/0.028=11.34\ \text{eV/nm}^3,\nonumber\\
R^*&=2\times3.2456/11.34=0.572\ \text{nm},\nonumber\\
W^*_{\rm hom}&=\tfrac{4\pi}{3}\times3.2456\times0.5725^2
=4.46\ \text{eV}=64.6\,kT,\nonumber\\
f&=(1.5)(1.5)^2/4=0.84375,\nonumber\\
W^*_{\rm het}&=0.84375\times4.456=3.76\ \text{eV}=54.5\,kT.
\label{eq:numbers}
\end{align}
The substrate removes only 16\% of the barrier, yet the Boltzmann factor rises by $e^{10.1}\simeq2.4\times10^4$. This is not the ratio of nucleation rates: one rate is counted per volume and the other per area, and their prefactors differ. The sphere serves here as a reference at equal $\Delta\mu$.

With temperature, supersaturation, $\gamma$ and $\Omega$ held fixed, the contact angle changes the nucleus as follows.

\begin{center}
\begin{tabular}{rrrr}
\hline
$\theta$ & $f$ & $W^*/kT$ & atoms\\
\hline
$30^\circ$ & 0.013 & 0.8 & 0.4\\
$60^\circ$ & 0.156 & 10.1 & 4.4\\
$90^\circ$ & 0.500 & 32.3 & 14.0\\
$120^\circ$ & 0.844 & 54.5 & 23.7\\
$150^\circ$ & 0.987 & 63.8 & 27.7\\
$180^\circ$ & 1.000 & 64.6 & 28.1\\
\hline
\end{tabular}
\end{center}

The first row marks a failure of the model: a nucleus of 0.4 atoms has no surface tension or contact angle. Four atoms are also too few for a continuum description. Even the cap at $120^\circ$ is just 0.86 nm high, about three times $\Omega^{1/3}=0.30$ nm, so its absolute barrier is a capillary estimate.

\subsection{How far the neglected effects move the result}

Let the tension of the free surface depend on curvature as $\gamma(1-2\delta/R)$, with the substrate tensions unchanged. At a saddle the first derivatives of $W$ vanish, so to first order the barrier shifts by the added term alone:
\begin{equation}
\delta W^*=-\frac{2\delta}{R^*}\gamma A_{cv}
=-4\pi\gamma\delta R^*(1-m).
\label{eq:tolman}
\end{equation}
Dividing by $W^*_{\rm het}=(4\pi/3)\gamma R^{*2}f$ gives the relative shift
\begin{equation}
\frac{\delta W^*}{W^*_{\rm het}}
=-\frac{12}{(2+m)(1-m)}\,\frac{\delta}{R^*}.
\label{eq:relative}
\end{equation}
The coefficient of $-\delta/R^*$ is 6 for the sphere ($m=-1$) and 5.3 at $120^\circ$, so most of the correction cancels in the ratio of barriers. The full saddle-point calculation agrees. For trial values $\delta=\pm0.02$ nm the cap barrier becomes 3.06 or 4.46 eV, a change of 19\%, while the ratio becomes 0.865 or 0.825, within 3\% of $f$. The difference of the two barriers, which sets the gain in the Boltzmann factor, is less robust: it becomes 0.48 or 0.95 eV, that is $7.0\,kT$ or $13.7\,kT$ instead of $10.1\,kT$. The cap barrier itself moves by about $10\,kT$. The cancellation weakens as the angle falls below $90^\circ$: the coefficient is 9.6 at $60^\circ$ and diverges as $\theta\to0$.

A line tension $\tau$ adds $2\pi R^*\tau\sin\theta$ to first order. It acts on the cap alone and so changes the ratio directly. Trial values of $\pm10$ pN give full saddle-point barriers of 3.95 and 3.56 eV, a change of about 5\%, or $3\,kT$. These values are not a bound. The dimensional scale $\gamma\Omega^{1/3}$ is about 160 pN, for which the first-order term would be about 3 eV, comparable with the barrier itself. For a nucleus this small, \eqref{eq:claim} holds only if $|\tau|$ lies far below that scale.

The excess pressure in the nucleus is 1.82 GPa in the incompressible model. If the liquid has a bulk modulus $B$, its atomic volume falls with pressure as $\Omega e^{-p/B}$, and the excess pressure follows from
\begin{equation}
\Delta\mu=\int_0^p\Omega e^{-p'/B}\,dp'=\Omega B(1-e^{-p/B}).
\label{eq:compress}
\end{equation}
This $p$ exceeds $g$ and replaces it in the barrier. A rough $B=35$ GPa lowers the cap barrier by 5\%, to 3.57 eV, and leaves the ratio unchanged if the tensions are held fixed. The substrate's elastic yielding has the length scale $\gamma/E_s$, where $E_s$ is its Young modulus. For a rough 70 GPa this is 0.007 nm, so the expected displacements are of the order of 1\% of the cap's height.

Operating conditions matter as much. Suppose that the substrate is 10 K hotter, with the arrival flux, tensions and atomic volume fixed. The equilibrium evaporation flux varies as $T^{-1/2}e^{-L/kT}$. With a rough evaporation energy $L=2.4$ eV, $S$ drops from 100 to 65.5, and the barrier rises to 4.45 eV, or $63.7\,kT$. This increase of about $9\,kT$ nearly cancels the $10.1\,kT$ gained from the substrate.

Real oxide surfaces also break the assumption of uniformity. An angle of $110^\circ$ or $130^\circ$ instead of $120^\circ$ gives 3.33 or 4.08 eV. A patch large enough to hold the whole nucleus, with a local angle of $90^\circ$, would have a barrier of 2.23 eV, and such patches could dominate nucleation even if they were rare. The chosen $S$ is modest as well. Metals of low vapour pressure deposited on cool substrates can have supersaturations many orders of magnitude higher. At fixed temperature, tensions and atomic volume, the number of atoms in the critical nucleus varies as $(\ln S)^{-3}$. Raising $S$ from $10^2$ to $10^{10}$ would divide 23.7 atoms by $5^3$, leaving 0.2 atoms. In that regime \eqref{eq:claim} no longer describes a physical nucleus, and the energies of individual small clusters must be used instead. The numerical output lists the values behind these estimates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough: liquid indium on an oxide)
temperature = 800 K, supersaturation S = 100
surface tension = 0.52 J/m^2 = 3.2456 eV/nm^2
atomic volume = 0.028 nm^3, theta = 120 deg
gamma_sv - gamma_cs = -0.260 J/m^2
CRITICAL NUCLEUS
kT = 0.06894 eV, ln S = 4.6052
delta mu = 0.3175 eV per atom
g = 11.338 eV/nm^3
critical radius = 0.5725 nm
cap height = 0.859 nm
cap base diameter = 0.992 nm
cube root of atomic volume = 0.304 nm
factor f = 0.84375
homogeneous barrier = 4.456 eV = 64.6 kT
cap barrier = 3.760 eV = 54.5 kT
atoms: sphere 28.1, cap 23.7
Boltzmann factor ratio cap/sphere = 2.43e+04
TABLE: theta (deg), f, barrier (eV), barrier (kT), atoms
  30  0.01286   0.057    0.8    0.4
  60  0.15625   0.696   10.1    4.4
  90  0.50000   2.228   32.3   14.0
 120  0.84375   3.760   54.5   23.7
 150  0.98714   4.399   63.8   27.7
 180  1.00000   4.456   64.6   28.1
INDEPENDENT ROADS TO f
nested search, largest error in f = 3.3e-16
free profile, 60 deg: f = 0.156250
free profile, 120 deg: f = 0.843750
NEGLECTED EFFECTS (cap barrier in eV)
delta = +0.02 nm: cap 3.059, sphere 3.539 eV
   ratio cap/sphere = 0.8645, angle 125.0 deg
delta = -0.02 nm: cap 4.460, sphere 5.406 eV
   ratio cap/sphere = 0.8251, angle 115.7 deg
line tension +10 pN: 3.951 eV, angle 122.7 deg
line tension -10 pN: 3.563 eV, angle 117.5 deg
Laplace pressure = 1.82 GPa
compressible, B = 35 GPa: 3.565 eV
yielding length gamma/E, E = 70 GPa: 0.0074 nm
theta = 110 deg: f = 0.7465, barrier 3.326 eV
theta = 130 deg: f = 0.9157, barrier 4.080 eV
10 K hotter, evaporation energy 2.4 eV: S = 65.5
   barrier = 4.448 eV = 63.7 kT
\end{verbatim}
